# Current spreading and the V²/R figure of merit of a disc contact: verification in Python

```python
# Result under test: counting only the contact area of a disc contact inflates
# V^2/(specific drift resistance) by S = 1 + (t/a) tan(theta); S = 1.2 here.
# a: contact radius, t: drift thickness, theta: spreading angle from the normal,
# V: breakdown voltage, R: drift resistance, rho: drift resistivity.
# The cone rule is also compared with Laplace solutions for an ideal slab.
# The example is a p-type diamond Schottky diode with rough typical parameters.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

q = const.e
k_ev = const.k / const.e
a_um, t_um = 50.0, 10.0
a_cm, t_cm = a_um * 1e-4, t_um * 1e-4
area = np.pi * a_cm**2


def cone_factor(angle):
    return 1 + t_um * np.tan(angle) / a_um


# Sum thin slices of the cone numerically and compare with the closed factor.
for degrees in (0, 30, 45, 60):
    angle = np.radians(degrees)
    resistance = quad(lambda z: 1 / (np.pi * (a_um + z*np.tan(angle))**2),
                      0, t_um)[0]
    measured_factor = t_um / (resistance * np.pi * a_um**2)
    assert abs(measured_factor - cone_factor(angle)) < 1e-10
S_cone = cone_factor(np.pi / 4)
assert abs(S_cone - 1.2) < 1e-12
slice_R = quad(lambda z: 1 / (np.pi * (a_um + z)**2), 0, t_um)[0]
bottom_factor = t_um / (slice_R * np.pi * (a_um + t_um)**2)
assert abs(bottom_factor - 1 / S_cone) < 1e-10


def disc_factor(ratio, n_s=160, n_k=1000):
    """Integral-equation solution; ratio is thickness over radius."""
    x, wx = np.polynomial.legendre.leggauss(n_s)
    s, ws = (x + 1) / 2, wx / 2
    y, wy = np.polynomial.legendre.leggauss(n_k)
    k = (y + 1) * 10 / ratio
    wk = wy * 10 / ratio
    cosine = np.cos(np.outer(s, k))
    weight = wk * 2 / (np.exp(2 * k * ratio) + 1)
    kernel = (cosine * weight) @ cosine.T
    f = np.linalg.solve(np.eye(n_s) - 2/np.pi * kernel * ws, np.ones(n_s))
    return 4 * ratio * np.dot(ws, f) / np.pi


def grid_factor(h, outer=90.0, skin_cells=0):
    """Finite volumes; optional insulating skin beside the contact."""
    nr, nz = round(outer / h), round(t_um / h)
    face = np.arange(nr + 1) * h
    ring = np.pi * (face[1:]**2 - face[:-1]**2)
    contact = (face[:-1] + h/2) < a_um
    active = np.ones((nz, nr), dtype=bool)
    active[:skin_cells, ~contact] = False
    index = np.arange(nr * nz).reshape(nz, nr)
    diagonal = (~active).astype(float)
    gr = 2*np.pi*face[1:-1] * active[:, 1:] * active[:, :-1]
    gz = ring / h * active[1:] * active[:-1]
    diagonal[:, :-1] += gr
    diagonal[:, 1:] += gr
    diagonal[:-1] += gz
    diagonal[1:] += gz
    top = 2 * ring / h * contact
    diagonal[0] += top
    diagonal[-1] += 2 * ring / h
    left, right = index[:, :-1].ravel(), index[:, 1:].ravel()
    up, down = index[:-1].ravel(), index[1:].ravel()
    rows = np.concatenate([index.ravel(), left, right, up, down])
    cols = np.concatenate([index.ravel(), right, left, down, up])
    vals = np.concatenate([diagonal.ravel(), -gr.ravel(), -gr.ravel(),
                           -gz.ravel(), -gz.ravel()])
    source = np.zeros(nr * nz)
    source[:nr] = top
    matrix = coo_matrix((vals, (rows, cols))).tocsc()
    potential = spsolve(matrix, source)
    current = np.sum(top * (1 - potential[:nr]))
    return current * t_um / (np.pi * a_um**2)


S_disc = disc_factor(t_um / a_um)
assert abs(S_disc - disc_factor(t_um / a_um, 220, 1300)) < 1e-8
S_grid_coarse, S_grid_fine = grid_factor(0.25), grid_factor(0.125)
S_grid = 2 * S_grid_fine - S_grid_coarse
# The contact edge gives a leading grid error linear in cell size.
assert abs(S_grid - S_disc) < 0.002
S_mesa = grid_factor(0.5, outer=a_um)
assert abs(S_mesa - 1) < 1e-9
edge_coefficient = 4 * np.log(2) / np.pi
slopes = [(disc_factor(r, 300, 1800) - 1) / r for r in (0.04, 0.02)]
# Extrapolate the remaining curvature correction to zero thickness.
assert abs(2*slopes[1] - slopes[0] - edge_coefficient) < 0.01

# Rough typical diamond parameters and chosen operating conditions.
NA, ND = 1e16, 1e15
EA, hole_mass = 0.37, 0.8
epsilon_r, V = 5.7, 1000.0
epsilon = epsilon_r * const.epsilon_0 / 100
mobility = {300: 1000.0, 500: 400.0}
R_series, drop, v_sat = 5.0, 0.3, 1e7
critical_field = 5e6
barrier, tunnel_mass = 1.5, 0.3


def valence_density(T):
    return 2 * (2*np.pi*hole_mass*const.m_e*const.k*T/const.h**2)**1.5 / 1e6


def hole_density(T):
    phi = valence_density(T) / 4 * np.exp(-EA / (k_ev*T))
    b = ND + phi
    c = phi * (NA - ND)
    return 2*c / (b + np.sqrt(b*b + 4*c))


results = {}
for T in (300, 500):
    p = hole_density(T)
    def neutrality(fermi):
        free = valence_density(T) * np.exp(-fermi/(k_ev*T))
        ionized = NA / (1 + 4*np.exp((EA-fermi)/(k_ev*T)))
        return (free + ND - ionized) / NA
    fermi = brentq(neutrality, 0.01, 1.5, xtol=1e-14)
    direct_p = valence_density(T) * np.exp(-fermi/(k_ev*T))
    assert abs(direct_p / p - 1) < 1e-6
    rho = 1 / (q * p * mobility[T])
    R = rho * t_cm / (np.pi * a_cm * (a_cm + t_cm))
    true_fom = V**2 / (rho * t_cm)
    apparent_fom = V**2 / (R * area)
    net = V**2 / ((R + R_series) * area) / true_fom
    assert abs(net - S_cone / (1 + R_series/R)) < 1e-10
    results[T] = (p, rho, R, true_fom, apparent_fom, net)

# Off state: constant net acceptor charge in the depleted region.
field_slope = q * (NA - ND) / epsilon
width = np.sqrt(2 * V / field_slope)
peak_field = field_slope * width
assert width < t_cm
assert abs(quad(lambda z: peak_field-field_slope*z, 0, width)[0]/V-1) < 1e-9
V_plane = critical_field*t_cm - field_slope*t_cm**2/2
assert critical_field > field_slope*t_cm
integral_V = quad(lambda z: critical_field-field_slope*z, 0, t_cm)[0]
assert abs(integral_V / V_plane - 1) < 1e-9

# A depleted free surface removes a thin skin from the spreading path.
surface_bending, residual_bending = 1.0, 0.1
skin = np.sqrt(2 * surface_bending / field_slope) * 1e4
residual = np.sqrt(2 * residual_bending / field_slope) * 1e4
assert 0.25 < skin < 0.375
skin_2 = grid_factor(0.125, skin_cells=2)
skin_3 = grid_factor(0.125, skin_cells=3)
assert abs(skin_2 - grid_factor(0.25, skin_cells=1)) < 0.003
S_skin = np.interp(skin, [0.25, 0.375], [skin_2, skin_3])
assert 1 < S_skin < S_disc


def leakage(field_cm, T):
    """WKB barrier current in A/cm2, with image lowering."""
    F = field_cm * 1e-7
    image = q / (16*np.pi*const.epsilon_0*epsilon_r) * 1e9
    top = barrier - 2*np.sqrt(F*image)
    energy = np.linspace(-1, barrier + 1, 7001)
    transmission = np.ones_like(energy)
    below = energy < top
    b = barrier - energy[below]
    half = np.sqrt(np.maximum(b*b - 4*F*image, 0)) / (2*F)
    middle = b / (2*F)
    y, w = np.polynomial.legendre.leggauss(80)
    theta, wt = np.pi*(y+1)/2, np.pi*w/2
    x = middle[:, None] - half[:, None]*np.cos(theta)
    action = (half[:, None]**2*np.sin(theta)**2*np.sqrt(F/x)) @ wt
    kappa = np.sqrt(2*tunnel_mass*const.m_e*q)/const.hbar*1e-9
    transmission[below] = np.exp(-2*kappa*action)
    supply = np.logaddexp(0, -energy/(k_ev*T))
    integral = np.trapezoid(transmission*supply, energy) \
        if hasattr(np, "trapezoid") else np.trapz(transmission*supply, energy)
    richardson = 4*np.pi*const.m_e*q*const.k**2/const.h**3/1e4
    prefactor = richardson*tunnel_mass*T*T
    return prefactor*integral/(k_ev*T), prefactor*np.exp(-top/(k_ev*T))


weak, weak_thermal = leakage(1e3, 300)
# The energy step and small residual tunnelling set this tolerance.
assert abs(weak / weak_thermal - 1) < 0.03
J300, thermal300 = leakage(peak_field, 300)
J500, thermal500 = leakage(peak_field, 500)
lowering = np.sqrt(q*peak_field*100/(4*np.pi*const.epsilon_0*epsilon_r))

p300, rho300, R300, true300, apparent300, net300 = results[300]
p500, rho500, R500, true500, apparent500, net500 = results[500]
ohmic = q*p300*mobility[300]*drop/t_cm
injected = 9/8*epsilon*mobility[300]*drop**2/t_cm**3


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Contact radius", a_um, "um")
show("Drift thickness", t_um, "um")
show("Contact area", area, "cm2")
show("Cone factor S at 45 degrees", S_cone)
show("Cone inflation", 100*(S_cone-1), "%")
show("Factor if bottom area is used", bottom_factor)
show("Ideal-slab disc factor", S_disc)
show("Ideal-slab inflation", 100*(S_disc-1), "%")
show("Finite-volume factor, extrapolated", S_grid)
show("Thin-layer edge coefficient", edge_coefficient)
show("Equivalent cone angle", np.degrees(np.arctan((S_disc-1)*a_um/t_um)), "deg")
show("Mesa factor", S_mesa)
show("Acceptor density", NA, "cm-3")
show("Compensating donor density", ND, "cm-3")
show("Acceptor energy", EA, "eV")
show("Hole density-of-states mass", hole_mass, "electron masses")
show("Relative permittivity", epsilon_r)
show("Breakdown voltage", V, "V")
for T in (300, 500):
    p, rho, R, true_fom, apparent_fom, net = results[T]
    show(f"Mobility at {T} K", mobility[T], "cm2/Vs")
    show(f"Hole density at {T} K", p, "cm-3", 4)
    show(f"Resistivity at {T} K", rho, "ohm cm", 4)
    show(f"Cone resistance at {T} K", R, "ohm", 4)
    show(f"Intrinsic V^2/(rho t) at {T} K", true_fom/1e6, "MW/cm2", 4)
    show(f"Apparent V^2/(R area) at {T} K", apparent_fom/1e6, "MW/cm2", 4)
    show(f"Net factor with series resistance at {T} K", net, "", 4)
show("Series resistance", R_series, "ohm")
show("Drift-voltage drop during R measurement", drop, "V")
show("Junction resistance / R at 300 K", 100*k_ev*300/drop, "%", 3)
show("Trap-free injected / ohmic current", 100*injected/ohmic, "%", 3)
show("Saturation velocity", v_sat, "cm/s")
show("Drift / saturation velocity", 100*mobility[300]*drop/t_cm/v_sat, "%", 3)
show("Residual band bending", residual_bending, "V")
show("Residual depletion / drift thickness", 100*residual/t_um, "%", 3)
show("Free-surface band bending", surface_bending, "V")
show("Free-surface depletion", skin, "um", 3)
show("Slab factor with depleted surface", S_skin, "", 4)
show("Depletion width at breakdown", width*1e4, "um", 4)
show("Plane peak field at breakdown", peak_field/1e6, "MV/cm", 4)
show("Rough critical field", critical_field/1e6, "MV/cm")
show("Plane voltage at critical field", V_plane, "V", 4)
show("Schottky barrier", barrier, "eV")
show("Tunnelling mass", tunnel_mass, "electron masses")
show("Image lowering at peak field", lowering, "eV", 3)
show("WKB leakage at 300 K", J300, "A/cm2", 2)
show("WKB leakage at 500 K", J500, "A/cm2", 2)
show("Hole density / valence density at 300 K", p300/valence_density(300), "", 3)
show("Hole density / valence density at 500 K", p500/valence_density(500), "", 3)
print("success")
```

Running it gives:

```
Contact radius: 50 um
Drift thickness: 10 um
Contact area: 7.854e-05 cm2
Cone factor S at 45 degrees: 1.2
Cone inflation: 20 %
Factor if bottom area is used: 0.83333
Ideal-slab disc factor: 1.1839
Ideal-slab inflation: 18.387 %
Finite-volume factor, extrapolated: 1.1839
Thin-layer edge coefficient: 0.88254
Equivalent cone angle: 42.593 deg
Mesa factor: 1
Acceptor density: 1e+16 cm-3
Compensating donor density: 1e+15 cm-3
Acceptor energy: 0.37 eV
Hole density-of-states mass: 0.8 electron masses
Relative permittivity: 5.7
Breakdown voltage: 1000 V
Mobility at 300 K: 1000 cm2/Vs
Hole density at 300 K: 2.395e+13 cm-3
Resistivity at 300 K: 260.7 ohm cm
Cone resistance at 300 K: 2766 ohm
Intrinsic V^2/(rho t) at 300 K: 3.837 MW/cm2
Apparent V^2/(R area) at 300 K: 4.604 MW/cm2
Net factor with series resistance at 300 K: 1.198
Mobility at 500 K: 400 cm2/Vs
Hole density at 500 K: 2.862e+15 cm-3
Resistivity at 500 K: 5.452 ohm cm
Cone resistance at 500 K: 57.85 ohm
Intrinsic V^2/(rho t) at 500 K: 183.4 MW/cm2
Apparent V^2/(R area) at 500 K: 220.1 MW/cm2
Net factor with series resistance at 500 K: 1.105
Series resistance: 5 ohm
Drift-voltage drop during R measurement: 0.3 V
Junction resistance / R at 300 K: 8.62 %
Trap-free injected / ohmic current: 4.44 %
Saturation velocity: 1e+07 cm/s
Drift / saturation velocity: 3 %
Residual band bending: 0.1 V
Residual depletion / drift thickness: 0.837 %
Free-surface band bending: 1 V
Free-surface depletion: 0.265 um
Slab factor with depleted surface: 1.164
Depletion width at breakdown: 8.367 um
Plane peak field at breakdown: 2.39 MV/cm
Rough critical field: 5 MV/cm
Plane voltage at critical field: 3571 V
Schottky barrier: 1.5 eV
Tunnelling mass: 0.3 electron masses
Image lowering at peak field: 0.246 eV
WKB leakage at 300 K: 2.1e-05 A/cm2
WKB leakage at 500 K: 0.0009 A/cm2
Hole density / valence density at 300 K: 1.33e-06
Hole density / valence density at 500 K: 7.41e-05
success
```
